Bow of a (100) silicon wafer carrying a stressed thin film

**Question**

A free, initially flat silicon (100) wafer has diameter D = 300 mm and thickness h = 775 µm. One face is covered by a continuous film of thickness t = 1 µm. After the wafer has bent, the mean film stress is s = 100 MPa, tensile and equal in all in-plane directions. The bow b is the height difference between the centre and the rim.

Take rounded room-temperature silicon data: C₁₁ = 166 GPa, C₁₂ = 64 GPa, density ρ = 2330 kg/m³. Use g = 9.807 m/s². Assume linear elasticity and, until part (f), deflections much smaller than h. Leave gravity out until part (e).

**(a) Find the stress needed to stretch the wafer equally in all in-plane directions, per unit strain.**

Model answer. Let x, y and z be the cubic axes, with z normal to the wafer, and let the in-plane strains be eₓ = e_y = e without shear. The faces are free, so the normal stress vanishes:

σ_z = C₁₁e_z + 2C₁₂e = 0, hence e_z = −2(C₁₂/C₁₁)e.

The in-plane stress is then

σₓ = C₁₁e + C₁₂e + C₁₂e_z = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)e ≡ Me.

By symmetry σ_y has the same value, and there is no shear stress. An in-plane strain that is equal along x and y keeps its form when the axes are turned about z, and so does the stress. The biaxial modulus M is therefore the same for every direction in the (100) plane:

M = 166 + 64 − 2 × 64²/166 = 180.65 GPa.

M can also be written with Young's modulus E and the in-plane Poisson ratio ν. A stress σ along one axis gives the strain σ/E along it. An equal stress along the perpendicular axis, which is equivalent by the fourfold symmetry, contributes −νσ/E. Thus e = (1 − ν)σ/E and

M = E/(1 − ν).

Along <100>, E = 130.4 GPa and ν = 0.278; along <110>, E = 169.7 GPa and ν = 0.061. Both pairs give the same M, although E itself depends on direction.

This simplicity depends on the orientation. A (111) wafer shares it, with a different M, because of its threefold symmetry. A (110) wafer does not: the full elastic tensor (with C₄₄ = 80 GPa) gives a curvature along [001] that is 1.47 times that along [1-10], so the wafer does not become a sphere.

**(b) Derive the curvature k for t ≪ h, and find its value.**

Model answer. Measure z from the wafer midplane towards the film. Count k as positive when the film side is concave. Layers nearer the film are then shortened relative to the midplane, so the in-plane strain in the wafer is

e(z) = e₀ − kz,

where e₀ is the midplane strain. The wafer stress is M(e₀ − kz).

No external force acts, so the force per unit width across any vertical section is zero. The film contributes st, and the term in kz integrates to zero between −h/2 and h/2:

st + Mhe₀ = 0, hence e₀ = −st/(Mh).

The moment about the midplane must vanish too. A thin film acts at z = h/2. In the wafer the e₀ term integrates to zero, and ∫z² dz = h³/12:

st·h/2 − Mk·h³/12 = 0.

Multiplying by 12/(Mh³) gives Stoney's formula,

k = 6st/(Mh²).

The film's elastic modulus is absent because its actual stress is prescribed. The balance is the same in every in-plane direction and at every point, so the curvature is uniform and the shape is a shallow sphere. At the free rim the total force and moment per width already vanish, as they must. The stress at each height must also fall to zero on the edge surface; by Saint-Venant's principle this readjustment is confined to a rim zone whose width is of the order of h, far smaller than the radius.

With st = 100 N/m,

k = 6 × 100/[180.65×10⁹ × (775×10⁻⁶)²] = 5.53×10⁻³ m⁻¹.

The radius of curvature is R = 1/k = 181 m.

**(c) Find the bow. State what happens for a compressive film, and what goes wrong if E is used in place of M.**

Model answer. Let a = D/2. The height of a spherical cap is

b = R − √(R² − a²) = a²/[R + √(R² − a²)].

The second form follows on multiplying and dividing by the sum in the bracket. Since a ≪ R, that sum is close to 2R, so

b = a²/(2R) = kD²/8 = 3stD²/(4Mh²).

Numerically,

b = 5.53×10⁻³ × 0.300²/8 m = 6.2×10⁻⁵ m = **62 µm**.

A tensile film tries to contract and makes its own side concave. A compressive film has s < 0; k changes sign and the film side becomes convex, with the same magnitude of bow.

The bow grows as D² and falls as 1/h². It depends on the film through the product st, so a bow measurement gives the stress only if the thickness is known. For this wafer and a 1 µm film, each micrometre of bow corresponds to 1.61 MPa.

Using E would describe a strip stressed along one direction. In the wafer, the perpendicular stress reduces the strain along the first direction by the factor 1 − ν. Omitting this factor gives 86 µm with the <100> modulus and 66 µm with the <110> modulus.

**(d) Find the stress in the wafer. Then remove the assumption that the film is vanishingly thin.**

Model answer. Insert e₀ and k from part (b):

σ(z) = M(e₀ − kz) = −st/h − 6stz/h².

At the film interface, z = h/2, this is −4st/h = −0.52 MPa. At the back face, z = −h/2, it is +2st/h = +0.26 MPa. The stress vanishes at z = −h/6, a depth h/2 + h/6 = 2h/3 below the interface. The wafer is thus compressed next to the tensile film and stretched at the back. Its stresses are smaller than s by a factor of order t/h because it is so much thicker.

For a film of finite thickness, two changes enter the moment balance. The film's centre lies at z = (h + t)/2, and the film has its own bending stiffness. If M_f is its biaxial modulus,

st(h + t)/2 − M_f k t³/12 − Mkh³/12 = 0.

Solving for k and taking out Stoney's result gives

k = [6st/(Mh²)] × (1 + t/h)/[1 + (M_f/M)(t/h)³].

Here t/h = 1.29×10⁻³. The curvature rises by 0.13 % relative to Stoney's value, for M_f = 50 GPa and equally for 500 GPa at this precision, since the film's stiffness enters with the cube of t/h.

The definition of s matters at this level. Suppose 100 MPa were instead the stress while the wafer is held flat and unstrained. On release, the film follows the interface strain −4st/(Mh) and loses the fraction 4(M_f/M)(t/h) of its stress, to leading order. For M_f = M this is about 0.5 %.

**(e) The wafer is now laid horizontally on a support around its rim. Estimate its sag under its own weight, treating it as an isotropic plate, and compare this with the film bow.**

Model answer. Let w(r) be the height above the centre. The radial and hoop curvatures are w″ and w′/r. With bending stiffness B = Eh³/[12(1 − ν²)], the corresponding moments per unit length are

m_r = B(w″ + νw′/r), m_t = B(w′/r + νw″).

The weight per area is q = ρgh = 17.7 Pa. A disc of radius r weighs πr²q and is held by the shear force on its circumference 2πr, so the shear force per length is Q = qr/2. Moment balance on a small ring sector reads

(r m_r)′ − m_t = −rQ.

The sign expresses that the bending moment is greatest at the centre and falls towards the supported rim. On substitution the terms in ν cancel, and the left side becomes Br(w″ + w′/r)′. Therefore

(w″ + w′/r)′ = −qr/(2B).

Integrate once, calling the constant 4c, and use w″ + w′/r = (rw′)′/r:

(rw′)′ = 4cr − qr³/(4B).

Two more integrations, with w = 0 and a finite slope at the centre, give

w = cr² − qr⁴/(64B).

The support exerts no radial moment, so w″ + νw′/r = 0 at r = a:

2c(1 + ν) = qa²(12 + 4ν)/(64B), hence c = qa²(6 + 2ν)/[64B(1 + ν)].

The sag is

w(a) = [qa⁴/(64B)] × [(6 + 2ν)/(1 + ν) − 1] = qa⁴(5 + ν)/[64B(1 + ν)].

Since E = M(1 − ν), the stiffness is B = Mh³/[12(1 + ν)], and so

w(a) = 3(5 + ν)qa⁴/(16Mh³).

The <100> Poisson ratio gives 106 µm and the <110> value gives 101 µm. These are two isotropic estimates, not bounds for the real anisotropic wafer. Either way, the weight produces a sag about 1.6 to 1.7 times the film bow.

The 62 µm is therefore the gravity-free bow. In the small-deflection regime the contributions add. Subtracting the shapes measured before and after deposition, on the same supports, removes both the gravity sag and any initial bow, apart from the small weight of the film. Turning the wafer over reverses the film bow relative to gravity, so half the difference of the two readings also removes the sag; it leaves the initial bow in place. Both procedures rely on the contributions adding. Here sag and film bow together reach about 0.2h, and the stretching described in part (f) can shift the extracted film bow by a few per cent.

**(f) A flat disc cannot become a spherical cap without in-plane stretching. Estimate when this matters. A nonlinear calculation for free isotropic plates with the silicon M gives a loss of bow, relative to the linear formula, of 0.18 % at 100 MPa and 12.1 % at 1000 MPa for ν = 0.278. For ν = 0.061 the losses are 0.22 % and 13.9 %. Interpret these numbers.**

Model answer. On a sphere, a circle at distance r from the pole, measured along the surface, has circumference

2πR sin(r/R) ≈ 2πr[1 − r²/(6R²)].

If radial lengths were kept, the rim would have to shorten by the fraction a²/(6R²). With b = a²/(2R), this strain equals 2b²/(3a²). The bending strain at a wafer face is h/(2R) = bh/a². Their ratio is

(stretching strain)/(bending strain) ≈ 2b/(3h).

The plate can lower its stretching by adjusting its radial displacement, so this gives the scale and not the precise strain. Elastic energy is quadratic in strain, so the relative importance of stretching grows as (b/h)². The condition for the linear formula is thus b ≪ h, which is far stricter than b ≪ D.

At 100 MPa, b/h = 0.080 and (b/h)² is about 0.006, consistent with a loss of a few parts per thousand. At 1000 MPa the linear formula predicts b/h = 0.80, and the loss exceeds a tenth. The computed loss rises by a factor of 60 to 70 and not by the factor of 100 that the leading quadratic law would give, so at this stress the leading correction is itself no longer sufficient.

For the stated film, the thickness correction of part (d) and the stretching loss are both near 0.1 µm and have opposite signs. Neither changes the answer of 62 µm. The values used here are listed in the numerical output.

Computed values

```
C11, C12, C44 = 166, 64, 80 GPa
density = 2330 kg/m^3, g = 9.807 m/s^2
film stress = 100 MPa, thickness = 1 um
wafer diameter = 300 mm, thickness = 775 um
biaxial modulus M = 180.65 GPa
film force per width s*t = 100.0 N/m
curvature k = 5.5298e-03 1/m
radius of curvature = 180.8 m
bow = 62.21 um
bow / wafer thickness = 0.0803
film stress per um of bow = 1.607 MPa/um
t/h = 1.290e-03
two-layer/Stoney curvature, film modulus 50 GPa: 1.001290
two-layer/Stoney curvature, film modulus 500 GPa: 1.001290
wafer stress at interface -4st/h = -0.516 MPa
wafer stress at back face 2st/h = 0.258 MPa
zero-stress depth / h (two-layer) = 0.6665
<100>: E = 130.4 GPa, Poisson ratio = 0.278
<100>: bow if E wrongly replaces M = 86.2 um
<100>: stretching loss of bow, 100 MPa: 0.18 %
<100>: stretching loss of bow, 1000 MPa: 12.1 %
<100>: gravity sag, linear formula = 105.5 um
<100>: gravity sag, with stretching = 104.9 um
<110>: E = 169.7 GPa, Poisson ratio = 0.061
<110>: bow if E wrongly replaces M = 66.2 um
<110>: stretching loss of bow, 100 MPa: 0.22 %
<110>: stretching loss of bow, 1000 MPa: 13.9 %
<110>: gravity sag, linear formula = 101.2 um
<110>: gravity sag, with stretching = 100.6 um
weight per area = 17.71 Pa
(110) wafer: curvature ratio [001]/[1-10] = 1.473
```
